# Classical quasiharmonic grain-boundary free energy and its initial temperature slope

## One atom on a spring

Take one atom of mass \(m\), free to move along one line. In the perfect crystal it has static energy \(u_b\) and spring constant \(\kappa_b\); at a boundary site these become \(u_g\) and \(\kappa_g\). Its classical partition function is

\[
Z=\frac{e^{-u/k_BT}}{2\pi\hbar}\int dp\,e^{-p^2/2mk_BT}\int dx\,e^{-\kappa x^2/2k_BT}.
\]

The Gaussian integrals are \(\sqrt{2\pi mk_BT}\) and \(\sqrt{2\pi k_BT/\kappa}\). With \(\omega=\sqrt{\kappa/m}\),

\[
Z=e^{-u/k_BT}\frac{k_BT}{\hbar\omega},\qquad
F=-k_BT\ln Z=u+k_BT\ln\frac{\hbar\omega}{k_BT}.
\]

Subtracting the crystal site from the boundary site gives

\[
\Delta F=u_g-u_b+k_BT\ln\frac{\omega_g}{\omega_b}
=\Delta u+\tfrac12k_BT\ln\frac{\kappa_g}{\kappa_b}.
\]

Planck's constant has gone, and so has the \(T\ln T\) of each separate free energy. Both cancel because one oscillator is compared with one oscillator. The mass cancels too.

The mean thermal energy is \(k_BT\) in both wells, so the temperature term is purely entropic. A softer spring lets the atom explore a wider region and lowers \(\Delta F\). Equal springs leave \(\Delta u\) at every temperature. As \(\kappa_g\to0\) the logarithm diverges: the harmonic well no longer confines the atom, and the formula has failed.

## Many atoms at equal number

Now compare a periodic bicrystal with a perfect crystal. Both contain \(N\) atoms of mass \(m\) and have the same lateral cell. The bicrystal has two boundaries, with total area \(A\). At zero pressure the boundary free energy per area is

\[
\gamma=\frac{F_{gb}-F_b}{A}.
\]

Near a stable minimum the energy is \(U+\frac12\mathbf u^T K\mathbf u\), where \(\mathbf u\) holds the \(3N\) displacements and \(K\) the force constants. Diagonalizing \(K/m\) gives independent oscillators with squared frequencies \(\omega_i^2\).

Three eigenvalues vanish, one for each uniform translation. I omit these motions from both systems. Their momentum integrals are equal; their position integrals would add \(-k_BT\ln[(V_{gb}/s_{gb})/(V_b/s_b)]\) for the whole cell, with \(V\) the cell volume and \(s\) the number of translations that map the structure onto itself, since for identical atoms such a translation only relabels them. At fixed cell length this does not grow with lateral area, so its contribution to \(\gamma\) vanishes for a large boundary.

Each system has \(n=3N-3\) vibrations left. Adding the one-oscillator results gives

\[
F=U+k_BT\sum_{i=1}^{n}\ln\omega_i+n k_BT\ln\frac{\hbar}{k_BT}.
\]

The last term is common, and therefore

\[
A\gamma=\Delta U+k_BT\,\Delta\Lambda,\qquad
\Lambda=\sum_i\ln\omega_i,\qquad \Delta\Lambda=\Lambda_{gb}-\Lambda_b. \tag{1}
\]

\(\Delta\Lambda\) is the logarithm of a ratio of two frequency products. No boundary mode has to be matched with a particular crystal mode. If \(\det'\) denotes the product of the nonzero eigenvalues,

\[
\Delta\Lambda=\frac12\ln\frac{\det{}'K_{gb}}{\det{}'K_b},
\]

because the equal powers of \(m\) cancel.

### The same result from mean energies

The determinant ratio can also be reached without frequencies. Join the two harmonic systems by

\[
K_\lambda=K_b+\lambda(K_{gb}-K_b),\qquad 0\le\lambda\le1.
\]

Outside the translations both end matrices are positive definite, so their weighted average is too. Differentiating \(-k_BT\ln Z_\lambda\) gives the mean of the derivative of the energy:

\[
\frac{dF_\lambda}{d\lambda}
=\frac12\left\langle\mathbf u^T(K_{gb}-K_b)\mathbf u\right\rangle_\lambda .
\]

Along an eigenvector of \(K_\lambda\) with stiffness \(\kappa\), the Gaussian variance is \(k_BT/\kappa\). Hence \(\langle\mathbf u\mathbf u^T\rangle=k_BT K_\lambda^{-1}\), and

\[
\Delta F_{\rm vib}=\frac{k_BT}{2}\int_0^1
\operatorname{Tr}\!\left[K_\lambda^{-1}(K_{gb}-K_b)\right]d\lambda .
\]

The trace is the derivative of \(\ln\det'K_\lambda\), so integration returns \(k_BT\Delta\Lambda\). For a weak change \(\delta K\), the integrand is constant to leading order and \(\Delta\Lambda\simeq\frac12\operatorname{Tr}(K_b^{-1}\delta K)\). A given softening therefore counts most where the crystal was already soft.

### What unequal counting does

Suppose the bicrystal has \(\Delta n\) more vibrations than the reference. Subtraction then leaves

\[
\Delta F_{\rm vib}=k_BT\left[\sum_{gb}\ln(\hbar\omega)-\sum_b\ln(\hbar\omega)
-\Delta n\ln(k_BT)\right].
\]

This is not linear in \(T\). Doubling \(T\) changes \(\Delta F_{\rm vib}/k_BT\) by \(-\Delta n\ln2\).

Such a mismatch can arise even when the atoms seem to balance. A 320-atom cell has \(3\times320-3=957\) vibrations. A 160-atom crystal cell has 477, and doubling its free energy counts 954. Three translations too many have been removed.

## Letting the crystal expand

At fixed geometry, equation (1) is a straight line in \(T\). A real lateral cell follows the expanding crystal, and then \(\Delta U\), \(\Delta\Lambda\) and \(A\) all depend on temperature.

Let \(a\) be the lattice parameter of a cubic crystal and \(L\) the bicrystal length normal to the boundary. In the quasiharmonic model,

\[
F_b(a,T)=U_b(a)+k_BT\Lambda_b(a)+\text{common},
\]
\[
F_{gb}(a,L,T)=U_{gb}(a,L)+k_BT\Lambda_{gb}(a,L)+\text{common}.
\]

The common term does not depend on geometry. At zero pressure the crystal chooses \(a(T)\) by minimizing \(F_b\). The bicrystal must accept this lateral parameter but minimizes \(F_{gb}\) over \(L\). For each \(a\) and \(L\), the atoms sit at static equilibrium.

First find the expansion. The crystal condition is

\[
U_b'(a)+k_BT\Lambda_b'(a)=0.
\]

Write \(a=a_0+a_1T+\dots\), where \(U_b'(a_0)=0\). The terms linear in \(T\) give

\[
U_b''(a_0)a_1+k_B\Lambda_b'(a_0)=0,\qquad
\alpha_0=\frac{a_1}{a_0}=-\frac{k_B\Lambda_b'(a_0)}{a_0U_b''(a_0)}. \tag{2}
\]

Frequencies that fall on expansion have \(\Lambda_b'<0\) and give \(\alpha_0>0\).

Next write \(L=L_0+L_1T+\dots\) and expand the excess energy \(G=A\gamma\):

\[
G=\Delta U_0+T\left[a_1\frac{\partial U_{gb}}{\partial a}
+L_1\frac{\partial U_{gb}}{\partial L}-a_1U_b'+k_B\Delta\Lambda_0\right]+O(T^2).
\]

The second term in the bracket vanishes because \(L_0\) minimizes \(U_{gb}\). The third vanishes because \(a_0\) minimizes \(U_b\). The first survives: \(a_0\) is the crystal's choice, not the boundary's. Thermal shifts of the atoms away from static equilibrium are of order \(T\) and change the free energy at order \(T^2\), so the static-position convention does not affect this slope.

The surviving derivative is an interface stress. A lateral strain \(d\varepsilon=da/a\) acts in two directions. With \(\tau\) the mean of the two lateral interface stresses,

\[
dU_{gb}=2A\tau\,d\varepsilon,\qquad
a\frac{\partial U_{gb}}{\partial a}=2A\tau .
\]

The stress-free crystal interior contributes nothing at first order. Thus \(G'(0)=2A_0\alpha_0\tau_0+k_B\Delta\Lambda_0\).

Finally divide by the area. Since \(A\propto a^2\), \(A=A_0(1+2\alpha_0T+\dots)\), and the quotient rule gives

\[
\gamma'(0)=\frac{G'(0)}{A_0}-2\alpha_0\gamma_0
=\frac{k_B\Delta\Lambda_0}{A_0}+2\alpha_0(\tau_0-\gamma_0). \tag{3}
\]

The first term is the linear contribution of the frequency ratios. At fixed geometry it equals minus the excess vibrational entropy per area. The second is the effect of carrying the boundary to a larger lateral cell.

Two limits separate them. If the lateral cell is clamped, its expansion coefficient is zero and the frequency term remains. If \(\tau_0=\gamma_0\), the second term also vanishes, although the crystal expands. To see why, differentiate \(A\gamma\) with respect to lateral strain at \(T=0\):

\[
2A\gamma+A\frac{d\gamma}{d\varepsilon}=2A\tau
\quad\Longrightarrow\quad
\frac{d\gamma}{d\varepsilon}=2(\tau-\gamma).
\]

Equality means that \(\gamma\) does not respond to strain at first order.

The choice of area matters. Dividing \(G\) by the fixed area \(A_0\) would give the slope \(k_B\Delta\Lambda_0/A_0+2\alpha_0\tau_0\). Equation (3) refers to the actual area at each temperature.

## Does anharmonicity alter the initial slope?

Return to one coordinate, in model units with unit curvature and \(k_B=1\), and add cubic and quartic terms:

\[
v(x)=\tfrac12x^2-g_3x^3+g_4x^4.
\]

Set \(x=\sqrt T\,y\). The Boltzmann factor becomes

\[
e^{-v/T}=e^{-y^2/2}\left[1+\sqrt T g_3y^3
+T\left(\tfrac12g_3^2y^6-g_4y^4\right)+\dots\right].
\]

Odd powers average to zero. For a unit Gaussian \(\langle y^4\rangle=3\) and \(\langle y^6\rangle=15\), so the configuration integral, relative to its harmonic value, is \(1+T(15g_3^2/2-3g_4)+\dots\). Taking \(-T\ln\) gives

\[
F-F_{\rm harm}=T^2\left(3g_4-\tfrac{15}{2}g_3^2\right)+O(T^3).
\]

For \(g_3=g_4=0.2\) the coefficient is \(0.6-0.3=0.3\). Numerical integration at \(T=5\times10^{-4}\) gives 0.3005. The same scaling of displacements with \(\sqrt T\) applies to a finite set of stable modes, so at fixed cell dimensions anharmonicity around one minimum begins at \(T^2\). Thermal expansion is also an anharmonic effect, but it can enter \(\gamma\) linearly, through the work of the interface stress and through the change of area; equation (3) already contains both contributions.

Several minima are a different matter. If the bicrystal, with both its boundaries, has \(g\) distinct structures of equal energy and equal frequencies, and the crystal has one, \(Z_{gb}\) acquires a factor \(g\). The free energy then gains \(-k_BT\ln g\), which is linear in \(T\) and absent from (3). It affects \(\gamma\) of a large boundary only if \(\ln g\) grows in proportion to the area. Equation (3) describes one structure.

## A boundary with numbers

The model is a face-centred cubic crystal with the pair energy

\[
\phi(r)=D\left[e^{-2\kappa(r-r_0)}-2e^{-\kappa(r-r_0)}\right]
\frac{y^4}{1+y^4},\qquad y=\frac{r-r_c}{1\ \text{bohr}},
\]

set to zero beyond \(r_c\). The parameters are \(D=0.0125\) hartree, \(\kappa=1\) bohr\(^{-1}\), \(r_0=5\) bohr, \(r_c=11\) bohr and \(m=10^5\) electron masses. They represent no particular material.

The bicrystal contains two Σ5(210)[001] symmetric tilt boundaries and 80 atoms. I minimized its energy from five relative translations of the grains and kept the lowest structure found that was stable at all sampled wavevectors. This is not a proof of the global minimum. Wavevectors 0 and \(\pi\) divided by the period, in each lateral direction, make the vibrational calculation equivalent to a \(2\times2\) cell of 320 atoms.

The static lattice parameter is 6.812 bohr, and the total boundary area in one 80-atom cell is 207.505 bohr\(^2\). Each boundary lengthens the cell by 0.829 bohr. The static excess energy is 0.240574 hartree, so

\[
\gamma_0=\frac{0.240574}{207.505}
=1.1594\times10^{-3}\ \text{hartree/bohr}^2,
\]

or 1.805 J/m\(^2\). Below, \(\gamma\) and \(\tau\) are in microhartree/bohr\(^2\), and slopes are in nanohartree/bohr\(^2\)/K.

### The two parts of the slope

Diagonalizing the force-constant matrices gives \(\Delta\Lambda_0=-45.027\) for the equivalent cell. Integrating the trace over \(\lambda\) by Gauss–Legendre quadrature gives the same value to the digits shown. Spread over 957 vibrations, it corresponds to a geometric-mean frequency ratio of \(e^{-45.027/957}=0.954\). This average includes the grain interiors and depends on their thickness; it is not the softening of a boundary atom.

For one 80-atom cell the sum is \(-45.027/4=-11.257\), and

\[
\frac{k_B\Delta\Lambda_0}{A_0}
=\frac{(3.16681\times10^{-6})(-11.257)}{207.505}
=-1.718\times10^{-7}\ \frac{\text{hartree}}{\text{bohr}^2\,\text{K}},
\]

which is \(-171.8\) in the slope unit. The last digit depends on the sampling: a \(4\times2\) lateral mesh gives \(-172.2\), a \(12\times6\) mesh \(-171.8\), and a thicker 120-atom bicrystal on an \(8\times4\) mesh \(-171.7\).

Equation (2), with derivatives taken by finite differences, gives \(\alpha_0=11.416\times10^{-6}\) K\(^{-1}\) on this mesh; a dense mesh gives \(11.410\times10^{-6}\) K\(^{-1}\). The interface stress is \(\tau_0=1021.0\), against \(\gamma_0=1159.4\). The second part of the slope is therefore

\[
2(11.416\times10^{-6})(1021.0-1159.4)\times10^{-6}
=-3.16\times10^{-9}\ \frac{\text{hartree}}{\text{bohr}^2\,\text{K}}.
\]

The total is \(-171.79-3.16=-174.95\), or \(-0.272\) mJ/m\(^2\)/K. The stress term supplies 1.8% of it. Its smallness reflects a cancellation between \(\tau_0\) and \(\gamma_0\): per fixed area \(A_0\), the expansion term would be \(2\alpha_0\tau_0=+23.3\), and the slope \(-148.5\).

The slope can also be found without (3). Minimizing the quasiharmonic free energies at 20 and 40 K gives two secant slopes from \(T=0\). Twice the first minus the second removes their error linear in \(T\). The result is \(-174.95\).

### The static-position model at 300 K

With the atoms kept at static equilibrium for each \(a\) and \(L\), minimization at 300 K gives \(\gamma=1107.0\), or 1.724 J/m\(^2\). The line from (3) gives 1106.9. The difference, 0.14, is 0.3% of the total drop of 52.3. The fixed-geometry line gives 1107.8.

The close agreement hides larger changes in the separate parts. At 300 K the static part is 1157.5, a fall of 1.85, whereas the linear stress term predicts 0.95. The vibrational part is \(-50.50\), whereas the fixed-geometry value is \(-51.54\). The departures from linearity are thus about \(-0.90\) and \(+1.04\), and they largely cancel. This cancellation belongs to the static-position model of this one boundary. The thermal shifts of the atoms, which the model omits, leave the initial slope unchanged but also enter at order \(T^2\), as do the remaining cubic and quartic terms. To that order the shifts alone lower \(\gamma\) by about 0.9 at 300 K, well above the difference of 0.14. The close agreement therefore does not measure how straight the full classical line is.

## The quantum limit of the classical line

For an oscillator with \(x=\hbar\omega/k_BT\), the sum over levels is

\[
Z=\sum_{j=0}^{\infty}e^{-x(j+1/2)}=\frac{1}{2\sinh(x/2)}.
\]

At high temperature \(2\sinh(x/2)=x(1+x^2/24+\dots)\), so

\[
F=k_BT\left[\ln x+\frac{x^2}{24}+O(x^4)\right].
\]

The logarithm is the classical result. Summing the next term, with \(\sum\omega_i^2=\operatorname{Tr}K/m\), gives at fixed geometry

\[
\Delta F_{\rm quantum}-\Delta F_{\rm classical}
=\frac{\hbar^2\operatorname{Tr}(K_{gb}-K_b)}{24mk_BT}+O(T^{-3}). \tag{4}
\]

At 2000 K, used here as a formal limit of the harmonic model, (4) gives \(-356.5\) microhartree for the equivalent cell; explicit level sums give \(-356.4\). The area of that cell is \(4\times207.505=830.0\) bohr\(^2\), so the correction to \(\gamma\) is \(-0.430\). Scaling it as \(1/T\) predicts \(-2.86\) at 300 K, where the level sums give \(-2.84\). This is 5.5% of the classical vibrational term.

The level sums also expose the counting error. Between the formal temperatures 4000 and 8000 K, the equal-count value of \(\Delta F_{\rm vib}/k_BT\) changes by 0.011, the remaining quantum correction. With the doubled half-cell it changes by \(-2.069\), close to \(-3\ln2=-2.079\). The difference is the same 0.011.

At low temperature the line fails. There

\[
F=\tfrac12\hbar\omega+k_BT\ln(1-e^{-x}),
\]

and for a nonzero frequency the slope of the second term tends to zero as \(T\to0\). The quantum free energy starts flat, from an intercept shifted by the zero-point excess. Here that shift is \(-20.4\), giving \(1159.4-20.4=1139.0\) at fixed geometry. At 300 K the corresponding quantum value is \(1107.8-2.8=1105.0\). The quantum drop is therefore 34.0, against 51.5 for the classical line. In this fixed-geometry harmonic model the classical slope holds once \(k_BT\) is large compared with the vibrational quanta; its extrapolation to \(T=0\) recovers the static energy, not the quantum ground-state energy.
